# Wrap-around walks in the fourth moment of a cubic band

## Problem

A simple cubic lattice with lattice constant 1 carries one orbital per site. The orbitals are orthogonal, the onsite energy is zero, and an electron hops between nearest neighbours with amplitude $-t$. The band is

$$E(\mathbf k)=-2t(\cos k_x+\cos k_y+\cos k_z).$$

Let $g(E)$ be the density of states per site and per spin, normalised to one. Its moments about the onsite energy are averages over the Brillouin zone:

$$\mu_p=\int E^p g(E)\,dE=\int_{-\pi}^{\pi}\!\frac{d^3k}{(2\pi)^3}\,E(\mathbf k)^p .$$

In a calculation the integral is replaced by an equal-weight sum over a mesh. The Gamma-centred $N\times N\times N$ mesh has the points $k_i=2\pi n_i/N$ with $n_i=0,\dots,N-1$.

(a) Estimate $\mu_4$ and the error that the mesh with $N=4$ makes in it.

(b) Find both values exactly and identify the origin of the difference.

(c) Determine how the error changes when the mesh is shifted or its size is changed.

For numbers take $t=0.5$ eV.

## First estimate by scaling

The moments can be read as counts of walks. Let $\mathbf d$ run over the six nearest-neighbour vectors. Since $e^{ik}+e^{-ik}=2\cos k$,

$$E(\mathbf k)=-t\sum_{\mathbf d}e^{i\mathbf k\cdot\mathbf d}.$$

Multiplying $p$ such sums gives one term for each ordered choice of $p$ steps:

$$E(\mathbf k)^p=(-t)^p\sum_{\mathbf d_1,\dots,\mathbf d_p}e^{i\mathbf k\cdot\mathbf R},\qquad \mathbf R=\mathbf d_1+\dots+\mathbf d_p .$$

The zone average of $e^{i\mathbf k\cdot\mathbf R}$ is 1 for $\mathbf R=0$ and 0 for any other lattice vector. Hence $\mu_p/(-t)^p$ is the number of $p$-step walks that return to their start. A mesh with $N$ points per axis cannot distinguish $\mathbf R=0$ from a displacement by $N$ sites along an axis, because $e^{ik_iN}=e^{2\pi i n_i}=1$. It therefore also counts walks that end on such an image of the starting site.

For an estimate, treat the end points as those of a diffusing particle. Two of the six steps change $x$, each by one unit, so the mean square of $x$ grows by $1/3$ per step. After $p$ independent steps each component has variance $p/3$. Every step changes the parity of $x+y+z$, so the end points occupy half of the sites, and the Gaussian density must be multiplied by 2. With $6^p$ walks in all, the number ending at an allowed site $\mathbf R$ is roughly

$$W_p(\mathbf R)\approx 6^p\cdot 2\left(\frac{3}{2\pi p}\right)^{3/2}\exp\!\left(-\frac{3R^2}{2p}\right).$$

For $p=4$ there are $6^4=1296$ walks, and

$$W_4(0)\approx 1296\cdot2\cdot\left(\frac{3}{8\pi}\right)^{3/2}\approx107 .$$

The six nearest images lie at distance 4. Their exponent is $-3\cdot16/8=-6$, so together they contribute

$$6\,W_4(0)\,e^{-6}\approx 6\cdot107\cdot0.0025\approx1.6 .$$

The estimate is thus $\mu_4\approx107\,t^4$, with a mesh error of about $+1.6\,t^4$, or 1.5 % of the estimated moment. For even $N$ large enough that the nearest images dominate, the estimated relative error is $6\exp(-3N^2/2p)$. The approximation assumes many steps and displacements well below the maximum $R=p$. Here the images lie at that maximum, so the error estimate is the less secure of the two numbers.

## Exact solution

### The zone integral

A four-step walk returns to its start if, on each axis, it takes as many forward as backward steps. There are two ways to do this.

- All steps lie on one axis, two forward and two backward. Their order can be chosen in $\binom42=6$ ways, and there are three axes: $3\cdot6=18$ walks.
- The steps lie on two axes, one forward and one backward on each. These four different steps can be ordered in $4!=24$ ways, and there are three pairs of axes: $3\cdot24=72$ walks.

A closed walk using all three axes needs at least six steps. Therefore

$$\mu_4=(18+72)\,t^4=90\,t^4 .$$

The sign of $t$ does not matter because the power is even.

### The mesh sum

The mesh average factorises into three sums of the form

$$\frac1N\sum_{n=0}^{N-1}q^n,\qquad q=e^{2\pi iR_i/N}.$$

If $R_i$ is a multiple of $N$, then $q=1$ and the result is 1. Otherwise $q\neq1$, and the geometric sum is $(1-q^N)/[N(1-q)]$. This vanishes because $q^N=e^{2\pi iR_i}=1$. The mesh thus counts every walk for which all three components of $\mathbf R$ are multiples of $N$.

For $N=4$ and four steps, $|R_x|+|R_y|+|R_z|\le4$. A nonzero $\mathbf R$ with components that are multiples of 4 must then have one component equal to $\pm4$ and the other two equal to zero. Reaching it takes four identical steps. There is one such walk for each of the six directions, so

$$\mu_4^{\rm mesh}=(90+6)\,t^4=96\,t^4 .$$

These six walks have a direct physical meaning. The 64 mesh energies are the energy levels of a $4\times4\times4$ cluster with periodic boundaries. On that cluster, four steps in one direction lead around the boundary and back to the starting site. In the infinite crystal they lead to a different site.

### A check from the energy levels

At the four mesh values $k=0,\pi/2,\pi,3\pi/2$, the cosine is $1,0,-1,0$. The distribution of one cosine is encoded by the polynomial

$$z+2+z^{-1}=(z^{1/2}+z^{-1/2})^2,$$

in which the exponent is the value and the coefficient its multiplicity. Adding three independent cosines means cubing this expression, which gives $(z^{1/2}+z^{-1/2})^6$. The sum of cosines therefore takes the values $m=-3,\dots,3$ with the binomial multiplicities $1,6,15,20,15,6,1$. The energies are $-2tm$, and

$$\mu_4^{\rm mesh}=\frac{(2t)^4}{64}\,2\left(1\cdot3^4+6\cdot2^4+15\cdot1^4\right)=\frac{16\cdot2\cdot192}{64}\,t^4=96\,t^4 .$$

Two numerical calculations that do not use the walk count agree with these results. Gauss–Legendre quadrature of the zone integral gives $90.000000\,t^4$. The Hamiltonian matrix of the periodic 64-site cluster, raised to the fourth power, has a trace per site of $96.000000\,t^4$.

### Shifting the mesh

Let the points be $k_i=2\pi(n_i+s_i)/4$. The end points that survive the sum are the same, but a walk ending at $R_i=\pm4$ now carries the phase $e^{\pm2\pi is_i}$. Closed walks have $\mathbf R=0$ and carry no phase. Adding the two directions on each axis gives

$$\frac{\mu_4^{\rm mesh}}{t^4}=90+2\sum_{i=x,y,z}\cos(2\pi s_i).$$

Without a shift this is 96. With a half-step shift on all axes it is $90-6=84$, which is also the value obtained from the direct mesh sum. The surplus has changed sign while the closed walks have kept their weight, which confirms that the wrapping walks cause the error. The average of the two meshes is $90\,t^4$. This cancellation uses 128 points before symmetry reduction instead of 64. A single mesh of 64 points achieves the same if it is shifted by a quarter step on all axes: then $\cos(2\pi s_i)=0$ and the fourth moment is exactly $90\,t^4$.

### Changing the mesh size

A wrapping walk needs at least $N$ steps. All moments with $p<N$ are therefore exact for this band, and every mesh with $N\ge5$ gives the correct fourth moment. At $p=N$ only the six straight walks wrap. On a shifted mesh they carry the phases found above, and a half-step shift on all axes reverses the sign of their contribution. On the Gamma-centred mesh the first error is

$$\mu_N^{\rm mesh}-\mu_N=6(-t)^N .$$

The condition $p<N$ is sufficient but not necessary, as the smaller Gamma-centred meshes show:

| $N$ | $\mu_3/t^3$ | $\mu_4/t^4$ |
|---|---:|---:|
| 2 | 0 | 336 |
| 3 | −6 | 90 |
| 4 | 0 | 96 |
| 5 | 0 | 90 |

The mesh with $N=3$ has the correct fourth moment although it is coarser than the mesh with $N=4$. The reason is parity. After four steps $R_x+R_y+R_z$ is even, so the image at $(3,0,0)$ cannot be reached, and an image displaced along two axes needs at least six steps. Three steps do reach $(3,0,0)$, which gives the false third moment $-6t^3$. The exact third moment is zero. Agreement in one moment is therefore no proof that the mesh is converged.

## Comparison of the estimate with the exact result

The diffusion estimate gives 107 closed walks where there are 90, which is 19 % too many. It gives 1.6 wrapping walks where there are 6, too few by a factor of 3.8. The second discrepancy can be traced. The true number of walks to one image is 1, while the Gaussian gives $6^4\cdot2(3/8\pi)^{3/2}e^{-6}$. The ratio of the true number to the estimate is

$$\frac{(8\pi/3)^{3/2}}{2}\cdot\frac{e^{6}}{6^4}\approx12.1\cdot0.311\approx3.8 .$$

The exponential alone would give too many wrapping walks, since $e^{-6}$ exceeds $6^{-4}$. At $p=4$ the prefactor, which describes a spread in all three directions, outweighs this and makes the estimate too small; for straight walks of 16 or more steps the exponential wins and the estimate is too large. A straight walk has no such spread.

The two treatments also differ in how the error disappears. The Gaussian has a tail at every distance, so it predicts a nonzero error for every $N$, however large (for odd $N$ through the images displaced along two axes). A real walk cannot travel farther than its number of steps, so the error vanishes once $N>p$.

## Reading the numbers

With $t=0.5$ eV, $t^4=0.0625$ eV$^4$. The exact moment is $90\cdot0.0625=5.625$ eV$^4$, and the Gamma-centred mesh gives $96\cdot0.0625=6.000$ eV$^4$. The error is $6/90=6.67$ % of the exact value.

The second moment, $6t^2=1.5$ eV$^2$, is the same in both cases because $2<4$. The mesh therefore has the correct mean and variance but the wrong shape: $\mu_4/\mu_2^2$ is 2.67 instead of 2.50. The two levels at the band edges, $\pm6t=\pm3$ eV, are only 2 of the 64 states, yet they supply $2\cdot1296/64=40.5$ of the 96 units of $t^4$. The band width is $12t=6$ eV.

## What the model leaves out

The hopping of 0.5 eV is a round value, and the model describes no particular metal. Real metals have several mixed bands, hops beyond nearest neighbours, and orbitals that overlap. The last two effects can be sized within the same lattice, with $t$ held fixed.

Add a second-neighbour amplitude $-t_2$. In the fourth moment odd powers of $t_2$ drop out. Nearest-neighbour steps change the parity of the site and second-neighbour steps do not, so a walk that closes or wraps around this mesh has an even number of nearest-neighbour steps. Of four steps, an even number then remains for the second neighbours. Counting closed and wrapping walks on the $4\times4\times4$ mesh gives, with $x=t_2/t$,

$$\frac{\mu_4}{t^4}=90+1152x^2+540x^4,\qquad \frac{\mu_4^{\rm mesh}-\mu_4}{t^4}=6+144x^2+228x^4 .$$

For the illustrative value $x=0.1$ the exact moment rises by 11.6 to $101.6\,t^4$, and the mesh error rises to $7.5\,t^4$. At this value of $x$ the neglected hopping changes the moment more than the mesh does; as $x\to0$ its effect vanishes, while the mesh error tends to $6t^4$. The rule $p<N$ survives, because a second-neighbour step still advances by at most one site along each axis. The exact fourth moment at $N=3$ does not survive, since it rested on parity: at $x=0.1$ that mesh is off by $31.7\,t^4$. If hops advance by up to $r$ sites along an axis, the sufficient condition becomes $rp<N$.

An overlap $s$ between neighbouring orbitals changes the band to $E=-te/(1+se)$ with $e=2\sum_i\cos k_i$. For $s=0.02$ and $t_2=0$ the converged moment is $97.7\,t^4$, a change of $7.7\,t^4$, and the mesh error is also $7.7\,t^4$. The near equality belongs to this value of $s$: as $s\to0$ the change vanishes, while the mesh error tends to $6t^4$. This form holds only for $s<1/6$: the denominator $1+se$ has its minimum $1-6s$ at $e=-6$, and for larger $s$ an overlap matrix restricted to nearest neighbours is no longer positive definite. Atomic valence s orbitals at metallic distances overlap far more than this limit (Hartree–Fock atomic orbitals give about 0.5 for Li at 3.0 Å and 0.4 for Na at 3.7 Å), so there the overlaps with farther neighbours must be kept and the formula does not apply. Expanding the denominator produces arbitrarily high powers of $e$, and hence arbitrarily long walks, so the guarantee for $p<N$ no longer applies. At $s=0.02$ the Gamma-centred mesh with $N=5$ has an error of $-0.57\,t^4$ in the fourth moment.

Temperature and band filling do not enter the moments of a fixed band. They do enter the total energy of a metal, where the occupation changes sharply at the Fermi level. A mesh that gives a correct fourth moment is therefore not thereby adequate for that energy, which needs its own convergence study.

## Values computed for the example and the checks

```
hopping t = 0.50 eV
band width 12 t = 5.97 eV (quadrature nodes)
band width from mesh extremes = 6.00 eV
all four-step walks = 1296
closed walks on one axis = 18
closed walks on two axes = 72
closed walks in total = 90
wrapping walks on 4x4x4 cluster = 6
second moment, zone integral = 6.000000 t^2
fourth moment, zone integral = 90.000000 t^4
fourth moment, Gamma 4x4x4 mesh = 96.000000 t^4
fourth moment, 64-site cluster trace = 96.000000 t^4
fourth moment, half-step shifted 4x4x4 = 84.000000 t^4
mean of the two 4x4x4 meshes = 90.000000 t^4
second moment = 1.5000 eV^2
exact fourth moment = 5.6250 eV^4
Gamma 4x4x4 fourth moment = 6.0000 eV^4
relative mesh error = 6.67 %
fourth/second^2, exact = 2.5000
fourth/second^2, mesh = 2.6667
mesh level -6 t = -3.0 eV, degeneracy 1
mesh level -4 t = -2.0 eV, degeneracy 6
mesh level -2 t = -1.0 eV, degeneracy 15
mesh level +0 t = +0.0 eV, degeneracy 20
mesh level +2 t = +1.0 eV, degeneracy 15
mesh level +4 t = +2.0 eV, degeneracy 6
mesh level +6 t = +3.0 eV, degeneracy 1
N = 1: third -216.000 t^3, fourth 1296.000 t^4
N = 2: third 0.000 t^3, fourth 336.000 t^4
N = 3: third -6.000 t^3, fourth 90.000 t^4
N = 4: third 0.000 t^3, fourth 96.000 t^4
N = 5: third 0.000 t^3, fourth 90.000 t^4
N = 6: third 0.000 t^3, fourth 90.000 t^4
second-neighbour hopping t2/t = 0.10
closed-walk coefficients of (t2/t)^0..4 = [90, 0, 1152, 0, 540]
wrapping-walk coefficients of (t2/t)^0..4 = [6, 0, 144, 0, 228]
with t2: exact fourth moment = 101.5740 t^4
with t2: change of exact moment = 11.5740 t^4
with t2: 4x4x4 mesh error = 7.4628 t^4
overlap s = 0.02
with overlap: converged fourth moment = 97.6969 t^4
with overlap: change of moment = 7.6969 t^4
with overlap: 4x4x4 mesh error = 7.7020 t^4
```
